# Brinkman-Rice transition of a half-filled donor band: a program that tests the result

```python
"""Brinkman-Rice transition of a half-filled Hubbard band (Gutzwiller approximation).
Result under test: with e0 < 0 the uncorrelated kinetic energy per site (both spins),
Uc = 8|e0|, u = U/Uc < 1:  d = (1-u)/4, q = 1-u^2, E = -|e0|(1-u)^2, m*/m = 1/q.
d: double occupancy per site; q: reduction of hopping; U: on-site repulsion;
t: nearest-neighbour hopping; p: inter-site one-spin density-matrix element.
Example: hydrogenic donors on a simple cubic lattice, rough silicon parameters.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize, minimize_scalar
from scipy.spatial import cKDTree
from scipy.special import j0
from pyscf import gto, scf, fci


def annihilators(n):
    """Jordan-Wigner matrices of n spinless fermion modes."""
    a, z, one = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.]), np.eye(2)
    result = []
    for i in range(n):
        m = np.eye(1)
        for k in range(n):
            m = np.kron(m, z if k < i else a if k == i else one)
        result.append(m)
    return result


# ---- hopping factor from explicit traces over a four-site Gaussian state ----
C4 = annihilators(4)
OCC4 = np.array([np.diag(c.T @ c) for c in C4])
BONDS = np.zeros((4, 4))
BONDS[np.triu_indices(4, 1)] = [0.16, -0.11, 0.09, 0.13, -0.07, 0.15]
BONDS += BONDS.T


def gaussian_state(scale):
    dens = 0.5 * np.eye(4) + scale * BONDS
    vals, vecs = np.linalg.eigh(dens)
    assert vals.min() > 0 and vals.max() < 1
    rho = np.eye(16)
    for v, orb in zip(vals, vecs.T):
        c = sum(x * m for x, m in zip(orb, C4))
        num = c.T @ c
        rho = rho @ (v * num + (1 - v) * (np.eye(16) - num))
    assert abs(np.trace(rho @ C4[0].T @ C4[1]) - dens[0, 1]) < 1e-12
    return rho, dens[0, 1]


def projected_values(d, state):
    """Hopping ratio and double occupancy after projection of all four sites."""
    rho, p01 = state
    lam_d, lam_1 = np.sqrt(4 * d), np.sqrt(2 - 4 * d)
    w = np.ones((16, 16))
    for occ in OCC4:
        w *= np.where(occ[:, None] == occ[None, :], lam_d, lam_1)
    diag = np.diag(rho)
    gram = (w * diag) @ w.T
    norm = np.sum(diag * np.diag(gram))
    hop = np.sum(rho.T * (C4[0].T @ C4[1]) * gram) / norm / p01
    both = np.outer(OCC4[0], OCC4[0])
    double = np.sum(np.outer(diag, diag) * w**2 * both) / norm
    return hop, double


weak = gaussian_state(0.05)
for d in (0.02, 0.1, 0.2, 0.25):
    hop, double = projected_values(d, weak)
    assert abs(hop - 8 * d * (1 - 2 * d)) < 1e-6
    assert abs(double - d) < 1e-6
d_test = 0.05
q_test = 8 * d_test * (1 - 2 * d_test)
dev = [projected_values(d_test, gaussian_state(s))[0] / q_test - 1
       for s in (1.0, 0.5, 0.25)]
order = np.log2(abs(dev[1] / dev[2]))
assert abs(order - 4) < 0.15

# ---- simple cubic band: |e0|/t by Bessel integral and by k mesh ----
x_max = 200.0
bessel = quad(lambda x: (1 - j0(2 * x)**3) / x**2, 1e-6, x_max, limit=2000)[0]
e0_over_t = 2 / np.pi * (bessel + 1 / x_max)


def cubic_mesh(n):
    c = -2 * np.cos((np.arange(n) + 0.5) * np.pi / n)
    return (c[:, None, None] + c[None, :, None] + c[None, None, :]).ravel()


band = cubic_mesh(60)
mesh_values = [2 * np.sum(b[b < 0]) / b.size for b in (cubic_mesh(30), band)]
assert abs(mesh_values[1] + e0_over_t) < 2e-3
p_nn = e0_over_t / 12


# ---- minimization with the computed hopping factor ----
def minimum(e0, U):
    f = lambda d: e0 * projected_values(d, weak)[0] + U * d
    r = minimize_scalar(f, bounds=(0, 0.5), method="bounded",
                        options={"xatol": 1e-10})
    return r.x, r.fun


small = 1e-6
uc_ratio = projected_values(small, weak)[0] / small
assert abs(uc_ratio - 8) < 1e-3
for u in (0.3, 0.8, 0.95, 1.2):
    d_num, e_num = minimum(-e0_over_t, u * 8 * e0_over_t)
    u_in = min(u, 1.0)
    assert abs(d_num - (1 - u_in) / 4) < 1e-5
    assert abs(e_num + e0_over_t * (1 - u_in)**2) < 1e-5
    assert abs(projected_values(d_num, weak)[0] - (1 - u_in**2)) < 1e-4
sites, bare_gap, u = 1.0e4, 1.0, 0.8
U_here = u * 8 * e0_over_t
gap = sites * (minimum(-e0_over_t + bare_gap / sites, U_here)[1]
               - minimum(-e0_over_t, U_here)[1])
assert abs(gap / bare_gap - (1 - u**2)) < 1e-3

# ---- exactly projected six-site ring: what the approximation drops ----
C6 = annihilators(6)
K = np.zeros((64, 64))
for i in range(6):
    h = C6[i].T @ C6[(i + 1) % 6]
    K -= h + h.T
occ6 = np.array([np.diag(c.T @ c) for c in C6])
keep = np.where(occ6.sum(axis=0) == 3)[0]
K, occ6 = K[np.ix_(keep, keep)], occ6[:, keep]
ring_levels, ring_states = np.linalg.eigh(K)
amp = ring_states[:, 0]
assert abs(ring_levels[0] + 4) < 1e-10 and ring_levels[1] - ring_levels[0] > 0.1
n_double = occ6.T @ occ6
one_body = -(np.roll(np.eye(6), 1, 0) + np.roll(np.eye(6), -1, 0))
orb = np.linalg.eigh(one_body)[1][:, :3]
P_ring = orb @ orb.T
assert abs(np.sum(P_ring[0, 1:]**2) - 0.25) < 1e-12
equal_sites = (occ6[:, :, None] == occ6[:, None, :]).sum(axis=0)
ld, l1 = np.sqrt(4 * d_test), np.sqrt(2 - 4 * d_test)
g_test = 2 * d_test / (1 - 2 * d_test)
const = ld**equal_sites * l1**(6 - equal_sites) / g_test**n_double
assert np.ptp(const) < 1e-10 * const.max()


def ring(g, U):
    psi = np.outer(amp, amp) * g**n_double
    norm = np.sum(psi**2)
    d = np.sum(n_double * psi**2) / norm / 6
    return 2 * np.sum(psi * (K @ psi)) / norm / 6 + U * d, d


ring_uc = 8 * 8 / 6
ring_best = minimize_scalar(lambda g: ring(g, 1.2 * ring_uc)[0],
                            bounds=(1e-4, 1), method="bounded")
ring_e, ring_d = ring(ring_best.x, 1.2 * ring_uc)
ring_power = np.log2(ring(0.002, 0)[1] / ring(0.001, 0)[1])
assert ring_e < -1e-3 and ring_d > 1e-4 and abs(ring_power - 2) < 0.01


# ---- hydrogenic donor parameters, in effective atomic units ----
def hopping(x):
    S = np.exp(-x) * (1 + x + x * x / 3)
    k = np.exp(-x) * (1 + x)
    j = 1 / x - np.exp(-2 * x) * (1 + 1 / x)
    return (k - j * S) / (1 - S * S), S


def hopping_quadrature(x):
    """Half splitting of the two-centre problem, elliptic coordinates."""
    y, wy = np.polynomial.laguerre.laggauss(20)
    eta, we = np.polynomial.legendre.leggauss(40)
    xi = (1 + y / x)[:, None]
    ra, rb = x / 2 * (xi + eta), x / 2 * (xi - eta)
    vol = 2 * np.pi * x**3 / 8 * (xi**2 - eta**2) * np.outer(wy * np.exp(y) / x, we)
    fa, fb = np.exp(-ra) / np.sqrt(np.pi), np.exp(-rb) / np.sqrt(np.pi)
    S = np.sum(vol * fa * fb)
    haa = -0.5 - np.sum(vol * fa**2 / rb)
    hab = -0.5 * S - np.sum(vol * fa * fb / ra)
    e = eigh([[haa, hab], [hab, haa]], [[1, S], [S, 1]], eigvals_only=True)
    return (e[1] - e[0]) / 2


for x in (2.0, 4.0, 6.0):
    assert abs(hopping_quadrature(x) / hopping(x)[0] - 1) < 1e-6
shell = lambda r: 4 * r * r * np.exp(-2 * r)
U_quad = 2 * quad(lambda r: shell(r) / r * quad(shell, 0, r)[0], 1e-9, 30)[0]
U_au = 5 / 8
assert abs(U_quad - U_au) < 1e-6

binding, eps_r = 45.0, 11.7                     # meV, relative permittivity
coulomb = sc.e / (4 * np.pi * sc.epsilon_0 * eps_r) * 1e12   # meV nm
a_nm = coulomb / (2 * binding)
hartree = 2 * binding
U = U_au * hartree
spacing = lambda n: (n * 1e-21)**(-1 / 3)       # n in cm^-3, result in nm


def critical_density(U_value):
    x = brentq(lambda s: 8 * e0_over_t * hopping(s)[0] - U_value, 2, 12)
    return 1e21 / (x * a_nm)**3, x


n_c, x_c = critical_density(U_au)

print(f"Hopping-factor correction, four sites, full p: {dev[0]:.2e}")
print(f"Same with p halved, quartered: {dev[1]:.2e}, {dev[2]:.2e}")
print(f"Measured order of the correction in p: {order:.3f}")
print(f"Uc/|e0| from computed hopping factor: {uc_ratio:.5f}")
print(f"Excitation energy ratio at U/Uc=0.8: {gap / bare_gap:.4f}")
print(f"|e0|/t simple cubic, Bessel integral: {e0_over_t:.5f}")
print(f"|e0|/t k mesh 30, 60 points: {-mesh_values[0]:.5f}, {-mesh_values[1]:.5f}")
print(f"Uc/t simple cubic: {8 * e0_over_t:.3f}")
print(f"Neighbour density-matrix element p: {p_nn:.4f}")
print(f"Ring at U=1.2*8|e0|: energy/site {ring_e:.4f} t, d {ring_d:.5f}")
print(f"Ring: power of g in d at small g: {ring_power:.3f}")
print(f"Donor binding energy (rough input): {binding:.0f} meV")
print(f"Relative permittivity (rough input): {eps_r:.1f}")
print(f"Donor radius: {a_nm:.3f} nm")
print(f"On-site repulsion U: {U:.2f} meV")
print(f"Critical spacing: {x_c * a_nm:.3f} nm = {x_c:.3f} radii")
print(f"Critical density: {n_c:.3e} cm^-3")
print(f"Radius times cube root of critical density: {1 / x_c:.4f}")
print("Rows: density cm^-3, R nm, t meV, Uc meV, U/Uc, d, q, m*/m")
for n in (4e18, 5.5e18, 6e18, 8e18):
    t_n = hopping(spacing(n) / a_nm)[0] * hartree
    uc_n = 8 * e0_over_t * t_n
    u_n = U / uc_n
    q_n = max(0.0, 1 - u_n**2)
    d_n = max(0.0, (1 - u_n) / 4)
    mass = f"{1 / q_n:.2f}" if q_n > 0 else "insulator"
    print(f"{n:.1e} {spacing(n):.3f} {t_n:.3f} {uc_n:.2f} "
          f"{u_n:.4f} {d_n:.4f} {q_n:.4f} {mass}")

# ---- main case and the effects left out ----
n0 = 6e18
R = spacing(n0)
t_au, overlap = hopping(R / a_nm)
t = t_au * hartree
e0 = e0_over_t * t
u = U / (8 * e0)
assert u < 1
q = 1 - u**2
E_para = -e0 * (1 - u)**2


def neel_energy(gap_parameter):
    """Energy of the staggered Slater determinant, an upper bound for the lattice."""
    e = t * band
    w = np.sqrt(e**2 + gap_parameter**2)
    m = 0.5 * np.mean(gap_parameter / w)
    return -np.mean(e**2 / w) + U * (0.25 - m**2)


E_neel = minimize_scalar(neel_energy, bounds=(0.01 * U, U), method="bounded").fun
assert E_neel < E_para

hydride = []
for basis in ("aug-cc-pvtz", "aug-cc-pvqz"):
    mol = gto.M(atom="H 0 0 0", charge=-1, spin=0, basis=basis, verbose=0)
    mf = scf.RHF(mol).run()
    hydride.append(fci.FCI(mf).kernel()[0])
assert hydride[1] < -0.5 and abs(hydride[1] - hydride[0]) < 2e-3
U_relaxed = hydride[1] + 1.0
n_relaxed = critical_density(U_relaxed)[0]

quartile = [(-np.log(1 - f) * 3 / (4 * np.pi * n0 * 1e-21))**(1 / 3)
            for f in (0.25, 0.75)]
count = 20000
box = (count / (n0 * 1e-21))**(1 / 3)
points = np.random.default_rng(1).random((count, 3)) * box
near = cKDTree(points, boxsize=box).query(points, k=2)[0][:, 1]
assert np.allclose(np.quantile(near, [0.25, 0.75]), quartile, rtol=0.03)
t_random = [hopping(r / a_nm)[0] * hartree for r in quartile]

uu, wu = np.polynomial.legendre.leggauss(40)
uu, wu = (uu + 1) / 2, wu / 2


def ellipsoidal_donor(m_t, m_l):
    """Variational radii (bohr) and energy (hartree) of an anisotropic 1s envelope."""
    def energy(logs):
        a, b = np.exp(logs)
        return ((2 / (m_t * a * a) + 1 / (m_l * b * b)) / 6
                - np.sum(wu / np.sqrt(a * a * (1 - uu**2) + (b * uu)**2)) / eps_r)
    r = minimize(energy, np.log([eps_r / m_t, eps_r / m_t]), method="Nelder-Mead",
                 options={"xatol": 1e-7, "fatol": 1e-13, "maxiter": 2000})
    return np.exp(r.x), r.fun


assert abs(ellipsoidal_donor(0.3, 0.3)[1] / (-0.3 / (2 * eps_r**2)) - 1) < 1e-6
m_t, m_l = 0.19, 0.92
radii, e_aniso = ellipsoidal_donor(m_t, m_l)
radii = radii * sc.physical_constants["Bohr radius"][0] * 1e9
ha_mev = sc.physical_constants["Hartree energy in eV"][0] * 1e3
tail = np.exp(R / radii[1] - R / radii[0])
valley_orbit = 12.0                              # meV, rough
kT = [sc.k * T / sc.e * 1e3 for T in (4, 300)]

print(f"Main case density: {n0:.1e} cm^-3; |e0|: {e0:.3f} meV")
print(f"Bare and narrowed band width: {12 * t:.2f}, {12 * t * q:.2f} meV")
print(f"Paramagnetic Gutzwiller energy per site: {E_para:.3f} meV")
print(f"Antiferromagnetic Hartree-Fock energy per site: {E_neel:.3f} meV")
print(f"Hydride full-CI energy, triple, quadruple zeta: "
      f"{hydride[0]:.5f}, {hydride[1]:.5f} hartree")
print(f"Basis shift of hydride energy: {hydride[1] - hydride[0]:.5f} hartree")
print(f"U with relaxed doubly occupied donor: {U_relaxed * hartree:.2f} meV")
print(f"Critical density with relaxed U: {n_relaxed:.3e} cm^-3")
print(f"Random donors, neighbour distance quartiles: "
      f"{quartile[0]:.2f}, {quartile[1]:.2f} nm")
print(f"Hopping at these distances: {t_random[0]:.2f}, {t_random[1]:.2f} meV")
print(f"Neighbour Coulomb repulsion: {coulomb / R:.2f} meV")
print(f"Neighbour orbital overlap: {overlap:.4f}")
print(f"Transverse, longitudinal mass (rough inputs): {m_t}, {m_l} electron masses")
print(f"Anisotropic donor radii, long and short: {radii[0]:.2f}, {radii[1]:.2f} nm")
print(f"Anisotropic donor binding energy: {-e_aniso * ha_mev:.2f} meV")
print(f"Ratio of envelope tails at R, long to short axis: {tail:.2f}")
print(f"Valley-orbit splitting (rough input): {valley_orbit:.0f} meV")
print(f"Thermal energy at 4 K, 300 K: {kT[0]:.3f}, {kT[1]:.2f} meV")
print("verified")
```

Output:

```
Hopping-factor correction, four sites, full p: -1.47e-02
Same with p halved, quartered: -9.93e-04, -6.31e-05
Measured order of the correction in p: 3.976
Uc/|e0| from computed hopping factor: 7.99998
Excitation energy ratio at U/Uc=0.8: 0.3600
|e0|/t simple cubic, Bessel integral: 2.00484
|e0|/t k mesh 30, 60 points: 2.00485, 2.00484
Uc/t simple cubic: 16.039
Neighbour density-matrix element p: 0.1671
Ring at U=1.2*8|e0|: energy/site -0.1632 t, d 0.01497
Ring: power of g in d at small g: 2.000
Donor binding energy (rough input): 45 meV
Relative permittivity (rough input): 11.7
Donor radius: 1.367 nm
On-site repulsion U: 56.25 meV
Critical spacing: 5.770 nm = 4.220 radii
Critical density: 5.204e+18 cm^-3
Radius times cube root of critical density: 0.2370
Rows: density cm^-3, R nm, t meV, Uc meV, U/Uc, d, q, m*/m
4.0e+18 6.300 2.608 41.83 1.3448 0.0000 0.0000 insulator
5.5e+18 5.665 3.718 59.62 0.9434 0.0141 0.1100 9.09
6.0e+18 5.503 4.064 65.18 0.8629 0.0343 0.2553 3.92
8.0e+18 5.000 5.344 85.71 0.6563 0.0859 0.5693 1.76
Main case density: 6.0e+18 cm^-3; |e0|: 8.148 meV
Bare and narrowed band width: 48.77, 12.45 meV
Paramagnetic Gutzwiller energy per site: -0.153 meV
Antiferromagnetic Hartree-Fock energy per site: -1.688 meV
Hydride full-CI energy, triple, quadruple zeta: -0.52656, -0.52714 hartree
Basis shift of hydride energy: -0.00058 hartree
U with relaxed doubly occupied donor: 42.56 meV
Critical density with relaxed U: 4.059e+18 cm^-3
Random donors, neighbour distance quartiles: 2.25, 3.81 nm
Hopping at these distances: 22.88, 10.07 meV
Neighbour Coulomb repulsion: 22.36 meV
Neighbour orbital overlap: 0.1863
Transverse, longitudinal mass (rough inputs): 0.19, 0.92 electron masses
Anisotropic donor radii, long and short: 2.44, 1.40 nm
Anisotropic donor binding energy: 29.61 meV
Ratio of envelope tails at R, long to short axis: 5.37
Valley-orbit splitting (rough input): 12 meV
Thermal energy at 4 K, 300 K: 0.345, 25.85 meV
verified
```
